**Equal-time agglomeration temperature under fourth-power scaling**

The program tests the relation 1/T₂ = 1/T₁ + (4k/Q) ln 2 for two geometrically similar films, the second with every length halved. Here T₁ and T₂ are the temperatures at which the films rupture in the same time, k is Boltzmann's constant, and Q is the activation energy of the surface-diffusion coefficient B. It integrates the nonlinear surface-diffusion equation for both films with the same cell size and asserts that the rupture times differ by a factor 16 within 2 %; the output shows 15.999. It asserts that the temperature found from the simulated times agrees with the closed formula within 0.5 K, and both print as 828.7 K for T₁ = 900 K and Q = 2.5 eV. The solver is also compared with the analytic depth of an isolated small-slope groove and with the circular-arc depth at which a groove stops. Halving only the thickness gives 829.9 K, while halving only the grain width gives no rupture. Keeping the factor 1/T in B lowers the result to 826.7 K. Further lines show the effect of other activation energies, other size exponents and the linearized driving force.

## Numerical verification

```python
# Result under test: for geometrically similar films that agglomerate by surface
# diffusion, rupture time = C L^4 / B(T).  With B = B0 exp(-Q/kT), halving every
# length at equal time gives 1/T2 = 1/T1 + (4 k/Q) ln 2.
# Symbols: L any film length, B Mullins coefficient (nm^4/s), Q activation energy,
# m groove-root slope, s = B t (nm^4), a half the grain width, K surface curvature.
# Grooves grow from both faces of the film and meet at mid-thickness.
import numpy as np
from scipy.constants import k as k_joule, e as charge, zero_Celsius
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function, lambertw

k_ev = k_joule / charge


def curvature(y, slope, dx):
    """Face slopes and cell curvatures; root slope fixed, crest slope zero."""
    p = np.concatenate(([slope], np.diff(y) / dx, [0.0]))
    return p, np.diff(p / np.sqrt(1 + p**2)) / dx


def root_height(y, slope, dx):
    """Quadratic extrapolation from the first cell centre to the groove root."""
    p1 = (y[1] - y[0]) / dx
    return y[0] - slope * dx / 2 - (p1 - slope) * dx / 8


def groove(half_width, slope, depth, s_max, dx=1.0):
    """Integrate the nonlinear Mullins equation until the root reaches depth.
    Returns (s at rupture or None, final profile)."""
    n = int(round(half_width / dx))

    def rate(s, y):
        p, K = curvature(y, slope, dx)
        flux = np.zeros(n + 1)
        flux[1:-1] = np.diff(K) / dx / np.sqrt(1 + p[1:-1]**2)
        return -np.diff(flux) / dx

    def rupture(s, y):
        return root_height(y, slope, dx) + depth
    rupture.terminal = True

    sol = solve_ivp(rate, (0, s_max), np.zeros(n), method="LSODA",
                    lband=2, uband=2, rtol=1e-6, atol=1e-8, events=rupture)
    assert sol.success
    if len(sol.t_events[0]):
        return sol.t_events[0][0], sol.y_events[0][0]
    return None, sol.y[:, -1]


# Inputs (round model values)
T1, Q, anneal = 900.0, 2.5, 60.0            # K, eV, s
thickness, grain = 20.0, 300.0              # nm
energy_ratio = 0.6                          # grain boundary / surface energy
surface_energy, atom_volume = 1.5, 0.012    # J/m^2, nm^3
theta = np.arcsin(energy_ratio / 2)
m = np.tan(theta)


def T_closed(n=4, energy=Q):
    return 1 / (1 / T1 + n * k_ev * np.log(2) / energy)


# Solver against the analytic small-slope isolated groove
coef_exact = 2 * gamma_function(0.75) / np.pi
small_m, small_depth = 0.05, 0.6
s_small_slope, _ = groove(150.0, small_m, small_depth, 1e7)
coef_sim = small_depth / (small_m * s_small_slope**0.25)
assert abs(coef_sim / coef_exact - 1) < 0.02   # mesh error of order (dx/15 nm)^2

# Similar films on the same physical mesh spacing
s_thick, _ = groove(grain / 2, m, thickness / 2, 1e8)
s_thin, y_thin = groove(grain / 4, m, thickness / 4, 1e8)
assert s_thick is not None and s_thin is not None
ratio = s_thick / s_thin
assert abs(ratio / 16 - 1) < 0.02              # mesh error of the smaller film

# Only one dimension halved
s_thickness_only, _ = groove(grain / 2, m, thickness / 4, 1e8)
assert s_thickness_only is not None
ratio_thickness_only = s_thick / s_thickness_only
T_thickness_only = 1 / (1 / T1 + k_ev * np.log(ratio_thickness_only) / Q)
s_grain_only, y_sat = groove(grain / 4, m, thickness / 2, 1e7)
assert s_grain_only is None                    # groove stops before rupture


def arc_depth(a):
    return a * (theta - np.sin(theta) * np.cos(theta)) / (2 * np.sin(theta)**2)


depth_sat = -root_height(y_sat, m, 1.0)
assert abs(depth_sat / arc_depth(grain / 4) - 1) < 0.01
assert arc_depth(grain / 2) > thickness / 2 > arc_depth(grain / 4)

# Equal-time temperature from simulated rupture times
B1 = s_thick / anneal


def B_arrhenius(T):
    return B1 * np.exp(-Q / k_ev * (1 / T - 1 / T1))


def B_with_inverse_T(T):
    return B_arrhenius(T) * T1 / T


T2 = T_closed()
T2_sim = brentq(lambda T: np.log(s_thin / B_arrhenius(T) / anneal), 600, 900)
assert abs(T2_sim - T2) < 0.5
assert abs(T2 - 829) < 0.5
u1 = Q / (k_ev * T1)
u2 = -lambertw(-u1 * np.exp(-u1) / 16, -1).real
T2_inverse_T = Q / (k_ev * u2)
T2_inverse_T_sim = brentq(
    lambda T: np.log(s_thin / B_with_inverse_T(T) / anneal), 600, 900)
assert abs(T2_inverse_T_sim - T2_inverse_T) < 0.5

# Size of neglected effects
_, K_thin = curvature(y_thin, m, 1.0)
root_K = abs(K_thin[0])                                        # 1/nm
gibbs = surface_energy * atom_volume * 1e-18 * root_K / (k_joule * T2)
linear_error = np.expm1(gibbs) / gibbs - 1
kelvin_per_log_rate = k_ev * T2**2 / Q
omega_m3 = atom_volume * 1e-27
D_s = B1 * 1e-36 * k_joule * T1 / (surface_energy * omega_m3**(4 / 3)) * 1e4
D_0 = D_s * np.exp(Q / (k_ev * T1))

print(f"Reference temperature T1: {T1:.0f} K = {T1-zero_Celsius:.0f} C")
print(f"Activation energy Q: {Q:.1f} eV; anneal time: {anneal:.0f} s")
print(f"Boltzmann constant: {k_ev:.4e} eV/K; k*T1: {k_ev*T1:.5f} eV")
print(f"Thick film: thickness {thickness:.0f} nm, grain width {grain:.0f} nm")
print(f"Thin film: thickness {thickness/2:.0f} nm, grain width {grain/2:.0f} nm")
print(f"Energy ratio: {energy_ratio:.1f}; root angle: {np.degrees(theta):.2f} deg")
print(f"Root slope m: {m:.4f}")
print(f"ln 16: {np.log(16):.4f}; 1/T1: {1/T1:.5e} 1/K")
print(f"Shift (4k/Q) ln 2: {4*k_ev*np.log(2)/Q:.4e} 1/K; 1/T2: {1/T2:.5e} 1/K")
print(f"T2, closed formula: {T2:.1f} K = {T2-zero_Celsius:.1f} C")
print(f"Temperature drop T1 - T2: {T1-T2:.1f} K")
print(f"T2, from simulated rupture: {T2_sim:.1f} K")
print(f"Groove coefficient, analytic: {coef_exact:.4f}; simulated: {coef_sim:.4f}")
print(f"B*t at rupture, thick film: {s_thick:.4e} nm^4")
print(f"B*t at rupture, thin film: {s_thin:.4e} nm^4")
print(f"Rupture time ratio thick/thin: {ratio:.3f}")
print(f"B at T1 for rupture in the anneal time: {B1:.3e} nm^4/s")
print(f"Thin film rupture time at T1: {s_thin/B1:.2f} s")
print(f"Thick film rupture time at T2: {s_thick/B_arrhenius(T2):.0f} s")
print(f"Arc depth, grain {grain:.0f} nm: {arc_depth(grain/2):.2f} nm")
print(f"Arc depth, grain {grain/2:.0f} nm: {arc_depth(grain/4):.2f} nm")
print(f"Depth needed, thick: {thickness/2:.0f} nm; thin: {thickness/4:.0f} nm")
print(f"Only grain halved: no rupture, simulated depth {depth_sat:.2f} nm")
print(f"Only thickness halved: time ratio {ratio_thickness_only:.2f}")
print(f"Only thickness halved: equal-time T {T_thickness_only:.1f} K")
print(f"T2 if Q belongs to D_s (1/T kept in B): {T2_inverse_T:.1f} K")
print(f"T2 for Q = 2.0 eV: {T_closed(energy=2.0):.1f} K")
print(f"T2 for Q = 3.0 eV: {T_closed(energy=3.0):.1f} K")
print(f"T2 for size exponent 3: {T_closed(n=3):.1f} K")
print(f"T2 for size exponent 2: {T_closed(n=2):.1f} K")
print(f"Thin-film root curvature at rupture: {root_K:.4f} 1/nm")
print(f"Gibbs-Thomson exponent there, at T2: {gibbs:.4f}")
print(f"Relative error of linearizing it: {100*linear_error:.2f} %")
print(f"Temperature shift per unit ln(rate) at T2: {kelvin_per_log_rate:.1f} K")
print(f"Shift from that linearization: {kelvin_per_log_rate*linear_error:.2f} K")
print(f"Surface energy: {surface_energy:.1f} J/m^2; atom volume: {atom_volume:.3f} nm^3")
print(f"Implied D_s at T1: {D_s:.2e} cm^2/s")
print(f"Implied prefactor D0: {D_0:.1e} cm^2/s")
print("PASS")
```

Running it gives:

```
Reference temperature T1: 900 K = 627 C
Activation energy Q: 2.5 eV; anneal time: 60 s
Boltzmann constant: 8.6173e-05 eV/K; k*T1: 0.07756 eV
Thick film: thickness 20 nm, grain width 300 nm
Thin film: thickness 10 nm, grain width 150 nm
Energy ratio: 0.6; root angle: 17.46 deg
Root slope m: 0.3145
ln 16: 2.7726; 1/T1: 1.11111e-03 1/K
Shift (4k/Q) ln 2: 9.5569e-05 1/K; 1/T2: 1.20668e-03 1/K
T2, closed formula: 828.7 K = 555.6 C
Temperature drop T1 - T2: 71.3 K
T2, from simulated rupture: 828.7 K
Groove coefficient, analytic: 0.7801; simulated: 0.7796
B*t at rupture, thick film: 2.9343e+06 nm^4
B*t at rupture, thin film: 1.8340e+05 nm^4
Rupture time ratio thick/thin: 15.999
B at T1 for rupture in the anneal time: 4.891e+04 nm^4/s
Thin film rupture time at T1: 3.75 s
Thick film rupture time at T2: 960 s
Arc depth, grain 300 nm: 15.43 nm
Arc depth, grain 150 nm: 7.71 nm
Depth needed, thick: 10 nm; thin: 5 nm
Only grain halved: no rupture, simulated depth 7.71 nm
Only thickness halved: time ratio 15.22
Only thickness halved: equal-time T 829.9 K
T2 if Q belongs to D_s (1/T kept in B): 826.7 K
T2 for Q = 2.0 eV: 812.6 K
T2 for Q = 3.0 eV: 839.8 K
T2 for size exponent 3: 845.5 K
T2 for size exponent 2: 862.9 K
Thin-film root curvature at rupture: 0.0086 1/nm
Gibbs-Thomson exponent there, at T2: 0.0135
Relative error of linearizing it: 0.68 %
Temperature shift per unit ln(rate) at T2: 23.7 K
Shift from that linearization: 0.16 K
Surface energy: 1.5 J/m^2; atom volume: 0.012 nm^3
Implied D_s at T1: 1.47e-09 cm^2/s
Implied prefactor D0: 1.5e+05 cm^2/s
PASS
```
